# The velocity operator with a nonlocal pseudopotential and gauge agreement in absorption: a program that tests the result

```python
# Result under test: for H = p^2/2m + V_loc + V_NL the velocity operator is
#   v = p/m + (i/hbar)[V_NL, x],
# and interband elements obey hbar*v_cv = i*(E_c - E_v)*x_cv. Keeping only p/m
# breaks the equality of length-gauge and velocity-gauge absorption.
# Model: chain of period a, V_loc = -2 U cos(2 pi x/a), and in every cell
# V_NL = D |beta><beta|, beta = normalized Gaussian of width s.
# Energies in eV, lengths in angstrom, times in fs. Gaussian-unit e^2 in eV A.
# v = filled band, c = first empty band, kappa = e A/(hbar c).
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq

H2M = const.hbar**2 / const.m_e / const.e * 1e20
E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
HBAR = const.hbar / const.e * 1e15
a, U, D, s = 5.0, 0.5, -2.0, 0.8
area = 25.0
edge = np.pi / a
G = 2 * np.pi / a * np.arange(-10, 11)
local = -U * (np.eye(len(G), k=1) + np.eye(len(G), k=-1))


def projector(K):
    """Fourier transform of the Gaussian projector."""
    return (4 * np.pi * s**2) ** 0.25 * np.exp(-K**2 * s**2 / 2)


def nonlocal_matrix(k, strength=D):
    b = projector(k + G)
    return strength / a * np.outer(b, b)


def hamiltonian(k, strength=D):
    return np.diag(H2M * (k + G)**2 / 2) + local + nonlocal_matrix(k, strength)


def commutator_matrix(k, strength=D):
    """hbar*v_NL = i[V_NL, x] in plane waves, from the derived formula."""
    K = k + G
    return -s**2 * (K[:, None] + K[None, :]) * nonlocal_matrix(k, strength)


def transition(k, strength=D, dk=2e-4):
    """Gap, x_cv from state overlaps, and the two parts of hbar*v_cv."""
    energy, states = np.linalg.eigh(hamiltonian(k, strength))
    val, con = states[:, 0], states[:, 1]
    derivative = np.zeros(len(G))
    for sign in (1, -1):
        near = np.linalg.eigh(hamiltonian(k + sign * dk, strength))[1][:, 0]
        derivative += sign * near * np.sign(val @ near) / (2 * dk)
    x = 1j * (con @ derivative)
    bare = con @ (H2M * (k + G) * val)
    extra = con @ commutator_matrix(k, strength) @ val
    return energy[1] - energy[0], x, bare, extra


def gap(k):
    energy = np.linalg.eigvalsh(hamiltonian(k))
    return energy[1] - energy[0]


# Commutator and gauge-transformed potential from the real-space kernel
grid = np.linspace(-8, 8, 321)
step = grid[1] - grid[0]
beta = (np.pi * s**2) ** -0.25 * np.exp(-grid**2 / (2 * s**2))
kernel = D * np.outer(beta, beta)
k_test, kappa_test = 0.37, 0.3
waves = np.exp(1j * np.outer(grid, k_test + G))
separation = grid[None, :] - grid[:, None]
direct = 1j * waves.conj().T @ (kernel * separation) @ waves * step**2 / a
err_comm = np.max(np.abs(direct - commutator_matrix(k_test)))
phased = kernel * np.exp(1j * kappa_test * separation)
direct = waves.conj().T @ phased @ waves * step**2 / a
err_gauge = np.max(np.abs(direct - nonlocal_matrix(k_test + kappa_test)))
assert err_comm < 1e-9 and err_gauge < 1e-9

# Interband identity across the zone, with and without the projector
err_full = err_off = miss_bare = 0.0
for k in np.linspace(0.02, 1.0, 40) * edge:
    e_cv, x, bare, extra = transition(k)
    err_full = max(err_full, abs(1j * e_cv * x - bare - extra))
    miss_bare = max(miss_bare, abs(1j * e_cv * x - bare))
    e_cv, x, bare, extra = transition(k, 0.0)
    err_off = max(err_off, abs(1j * e_cv * x - bare))
assert err_full < 1e-5 and err_off < 1e-5 and miss_bare > 0.1

print(f"hbar^2/m = {H2M:.5f} eV A^2; e^2 = {E2:.5f} eV A")
print(f"period a = {a} A; area per chain = {area} A^2")
print(f"U = {U} eV; D = {D} eV; projector width s = {s} A")
print(f"plane waves: {len(G)}; zone edge pi/a = {edge:.5f} 1/A")
print(f"commutator vs real-space quadrature, max error: {err_comm:.1e} eV A")
print(f"gauge-transformed V_NL, max error: {err_gauge:.1e} eV")
print(f"identity with full velocity, max error: {err_full:.1e} eV A")
print(f"identity with bare momentum, max error: {miss_bare:.3f} eV A")
print(f"bare momentum, projector off, max error: {err_off:.1e} eV A")
e_cv, x, bare, extra = transition(edge)
print(f"direct gap at zone edge: {e_cv:.4f} eV")
print(f"strength ratio bare/length at edge: {abs(bare / (e_cv * x))**2:.4f}")

# Dielectric function at three photon energies
results, ratios = {}, []
for photon in (3.5, 4.5, 5.5):
    k = brentq(lambda q: gap(q) - photon, 0.0, edge, xtol=1e-13)
    e_cv, x, bare, extra = transition(k)
    slope = (gap(k + 1e-4) - gap(k - 1e-4)) / 2e-4
    states = np.linalg.eigh(hamiltonian(k))[1][:, :2]
    full_op = np.diag(H2M * (k + G)) + commutator_matrix(k)
    diag_full = np.diag(states.T @ full_op @ states)
    diag_bare = np.diag(states.T @ np.diag(H2M * (k + G)) @ states)
    assert abs(diag_full[1] - diag_full[0] - slope) < 1e-5
    prefactor = 8 * np.pi * E2 / area / abs(slope)
    eps_len = prefactor * abs(x)**2
    eps_vel = prefactor * abs(bare + extra)**2 / e_cv**2
    eps_bare = prefactor * abs(bare)**2 / e_cv**2
    ratio = eps_bare / eps_len
    assert abs(eps_vel / eps_len - 1) < 1e-5
    assert abs(ratio - abs(1 - extra / (bare + extra))**2) < 1e-5
    assert abs(ratio - 1) > 0.05
    results[photon] = (k, e_cv, x, bare, extra, eps_len)
    ratios.append(ratio)
    print(f"--- photon energy {photon} eV: resonant k = {k:.5f} 1/A")
    print(f"|x_cv| = {abs(x):.5f} A; E_cv|x_cv| = {e_cv * abs(x):.5f} eV A")
    print(f"|hbar v_cv| full = {abs(bare + extra):.5f} eV A")
    print(f"|hbar p_cv/m| = {abs(bare):.5f} eV A")
    print(f"|hbar v_NL,cv| = {abs(extra):.5f} eV A")
    print(f"v_NL,cv/v_cv = {extra / (bare + extra):.5f}")
    print(f"dE_cv/dk = {slope:.5f} eV A")
    print(f"same slope from bare momentum = {diag_bare[1] - diag_bare[0]:.5f} eV A")
    print(f"eps2 length = {eps_len:.4f}; full velocity = {eps_vel:.4f}")
    print(f"eps2 bare momentum = {eps_bare:.4f}; bare/length = {ratio:.4f}")
assert max(ratios) - min(ratios) > 0.01

# Independent zone sum with a narrow Gaussian in place of the delta function
photon, width, n_k = 4.5, 0.03, 800
total = 0.0
for k in (np.arange(n_k) + 0.5) * edge / n_k:
    e_cv, x, bare, extra = transition(k)
    line = np.exp(-(e_cv - photon)**2 / (2 * width**2))
    total += abs(x)**2 * line / (width * np.sqrt(2 * np.pi))
eps_sum = 8 * np.pi**2 * E2 / area * total * 2 * edge / n_k / (2 * np.pi)
k, e_cv, x, bare, extra, eps_len = results[photon]
assert abs(eps_sum / eps_len - 1) < 0.01  # finite broadening
print(f"--- zone sum at {photon} eV, width {width} eV: eps2 = {eps_sum:.4f}")

# Weak pulse: propagation in the velocity gauge against the length-gauge dipole
duration, kappa0, n_t = 20.0, 2e-4, 2500


def kappa(t):
    envelope = np.sin(np.pi * t / duration)**2
    return kappa0 * envelope * np.cos(photon / HBAR * (t - duration / 2))


def excitation(transform_nonlocal):
    states = np.linalg.eigh(hamiltonian(k))[1]
    psi = states[:, 0].astype(complex)
    dt = duration / n_t
    fixed = nonlocal_matrix(k)
    for t in (np.arange(n_t) + 0.5) * dt:
        q = k + kappa(t)
        v_nl = nonlocal_matrix(q) if transform_nonlocal else fixed
        h = np.diag(H2M * (q + G)**2 / 2) + local + v_nl
        energy, modes = np.linalg.eigh(h)
        psi = modes @ (np.exp(-1j * energy * dt / HBAR) * (modes.T @ psi))
    return abs(states[:, 1] @ psi)**2


times = np.linspace(0, duration, 40001)
field_over_hbar = -np.gradient(kappa(times), times)  # e E(t)/hbar
fourier = trapezoid(field_over_hbar * np.exp(1j * e_cv * times / HBAR), times)
p_length = abs(x * fourier)**2
p_full = excitation(True)
p_bare = excitation(False)
expected = abs(bare / (bare + extra))**2
# 1 percent allows for second-order terms and the finite time step
assert abs(p_full / p_length - 1) < 0.01
assert abs(p_bare / p_length / expected - 1) < 0.01
peak_field = HBAR * np.max(np.abs(field_over_hbar))
print(f"pulse: {duration} fs, peak kappa {kappa0:.1e} 1/A")
print(f"peak field = {peak_field:.3e} V/A")
print(f"excitation, length-gauge first order = {p_length:.5e}")
print(f"excitation, complete velocity gauge = {p_full:.5e}")
print(f"excitation, V_NL left untransformed = {p_bare:.5e}")
print(f"untransformed/length = {p_bare / p_length:.4f}")
print("every check passed")
```

Printed output:

```
hbar^2/m = 7.61996 eV A^2; e^2 = 14.39965 eV A
period a = 5.0 A; area per chain = 25.0 A^2
U = 0.5 eV; D = -2.0 eV; projector width s = 0.8 A
plane waves: 21; zone edge pi/a = 0.62832 1/A
commutator vs real-space quadrature, max error: 5.6e-15 eV A
gauge-transformed V_NL, max error: 6.3e-15 eV
identity with full velocity, max error: 1.2e-06 eV A
identity with bare momentum, max error: 0.761 eV A
bare momentum, projector off, max error: 6.7e-06 eV A
direct gap at zone edge: 2.8330 eV
strength ratio bare/length at edge: 0.7458
--- photon energy 3.5 eV: resonant k = 0.43975 1/A
|x_cv| = 1.29680 A; E_cv|x_cv| = 4.53880 eV A
|hbar v_cv| full = 4.53880 eV A
|hbar p_cv/m| = 3.84341 eV A
|hbar v_NL,cv| = 0.69540 eV A
v_NL,cv/v_cv = 0.15321
dE_cv/dk = -6.38100 eV A
same slope from bare momentum = -5.81848 eV A
eps2 length = 3.8151; full velocity = 3.8151
eps2 bare momentum = 2.7356; bare/length = 0.7171
--- photon energy 4.5 eV: resonant k = 0.30663 1/A
|x_cv| = 0.78888 A; E_cv|x_cv| = 3.54994 eV A
|hbar v_cv| full = 3.54994 eV A
|hbar p_cv/m| = 2.90173 eV A
|hbar v_NL,cv| = 0.64821 eV A
v_NL,cv/v_cv = 0.18260
dE_cv/dk = -8.37229 eV A
same slope from bare momentum = -7.70552 eV A
eps2 length = 1.0760; full velocity = 1.0760
eps2 bare momentum = 0.7189; bare/length = 0.6681
--- photon energy 5.5 eV: resonant k = 0.19301 1/A
|x_cv| = 0.52544 A; E_cv|x_cv| = 2.88993 eV A
|hbar v_cv| full = 2.88993 eV A
|hbar p_cv/m| = 2.26768 eV A
|hbar v_NL,cv| = 0.62224 eV A
v_NL,cv/v_cv = 0.21531
dE_cv/dk = -9.13164 eV A
same slope from bare momentum = -8.49751 eV A
eps2 length = 0.4377; full velocity = 0.4377
eps2 bare momentum = 0.2695; bare/length = 0.6157
--- zone sum at 4.5 eV, width 0.03 eV: eps2 = 1.0767
pulse: 20.0 fs, peak kappa 2.0e-04 1/A
peak field = 8.988e-04 V/A
excitation, length-gauge first order = 2.90879e-05
excitation, complete velocity gauge = 2.90805e-05
excitation, V_NL left untransformed = 1.94301e-05
untransformed/length = 0.6680
every check passed
```
